Weak-phase contrast transfer and the wavelength scaling of Scherzer defocus

A transmission electron microscope images a thin crystalline foil with a parallel beam. The foil barely absorbs electrons; it mainly changes the phase of their wave. The problem is to find how a round objective lens turns this phase into intensity, and how its best focus depends on the electron wavelength λ.

Plane waves are written exp(+2πi q·r), where r lies in the specimen plane and q is a spatial frequency, so a periodicity of spacing d has q = 1/d. The beam travels towards +z. Defocus Δf is the position of the plane in focus, measured downstream from the specimen. Weakening the lens with the detector fixed moves this plane upstream, away from the lens, so underfocus means Δf < 0. The spherical aberration coefficient C_s is positive. Intensities are in units of the incident intensity.

**(a) Find the electron wavelength at accelerating voltage U, and the phase that a thin specimen with electrostatic potential V adds to the wave.**

Solution. With m the rest mass and p the momentum, the relativistic energy relation gives

(pc)² = (eU + mc²)² − (mc²)² = eU(eU + 2mc²).

Since λ = h/p,

λ = h / √[2meU(1 + eU/(2mc²))].

Where V is positive an electron gains kinetic energy eV and its wavelength shortens. If the foil is so thin that the wave does not spread sideways within it, the extra phase is collected along a straight line:

φ = 2π ∫ [1/λ(U+V) − 1/λ(U)] dz ≈ σ ∫ V dz, σ = 2π d(1/λ)/dU.

The expansion needs V ≪ U. With U of many kilovolts this holds nearly everywhere in the foil, and fails only extremely close to a nucleus. To evaluate σ, use 1/λ = p/h and differentiate (pc)² = E² − (mc²)², where E = γmc² is the total energy and dE = e dU:

2pc² dp = 2E e dU, so dp/dU = γme/p.

Therefore

σ = (2π/h)(γme/p) = 2πγmeλ/h².

The specimen multiplies the incident wave by exp(iφ). Atoms attract electrons, so φ is positive at an atom.

**(b) Find the phase factor that defocus and spherical aberration give to a component of spatial frequency q.**

Solution. A component with transverse frequency q has longitudinal wave number

√(1/λ² − q²) ≈ 1/λ − λq²/2.

Over a distance Δf its phase, relative to the axial wave, changes by 2πΔf(−λq²/2). Focusing on the plane at Δf thus multiplies the component by

exp(−iπλΔf q²).

For negative Δf this is propagation backwards, to a virtual plane upstream.

Spherical aberration is defined through rays. A ray leaving an axial point at a small angle α is bent too strongly, crosses the axis early and misses the ideal image point. Referred back to the specimen, with magnification and image inversion removed, the miss is +C_sα³. Defocus adds αΔf, the sideways distance travelled between the specimen and the plane in focus.

To turn displacement into phase, let the lens multiply each component by exp(−iχ(q)). A packet of components near q₀ becomes

∫ A(q) exp[2πiqx − iχ(q)] dq.

It is centred where the phase is stationary in q, that is, where 2πx = χ′(q₀). With α = λq, the ray displacement requires

χ′(q)/(2π) = λΔf q + C_sλ³q³.

A phase common to all components has no effect, so take χ(0) = 0 and integrate:

χ(q) = 2π(λΔf q²/2 + C_sλ³q⁴/4) = πλΔf q² + (π/2)C_sλ³q⁴.

The first term agrees with the propagation result. The lens is round, so χ depends only on |q| and is even.

**(c) For |φ| ≪ 1, find the image intensity to first order in φ.**

Solution. The wave leaving the specimen is exp(iφ) ≈ 1 + iφ. If Φ(q) is the Fourier transform of φ, the transform of the wave is δ(q) + iΦ(q). The lens leaves the axial wave unchanged, because χ(0) = 0, and multiplies the rest by exp(−iχ). In the image plane

ψ(r) = 1 + iu(r), where u has the transform Φ(q)exp(−iχ(q)).

The intensity is

|ψ|² = 1 + iu − iu* + |u|².

The last term is of second order, like the term −φ²/2 dropped from exp(iφ). The transform of u* at q is the complex conjugate of the transform of u at −q:

[Φ(−q) exp(−iχ(−q))]* = Φ(q) exp(+iχ(q)).

This uses Φ*(−q) = Φ(q), true because φ is real, and the evenness of χ. For q ≠ 0,

I(q) = iΦ(q)[exp(−iχ) − exp(iχ)] = iΦ(q)(−2i sin χ) = 2Φ(q) sin χ(q).

The factor 2 sin χ is the contrast transfer function; the 2 comes from the two interference terms.

A perfect lens in focus has χ = 0 and shows no contrast at this order: the scattered wave is a quarter period out of step with the axial wave, and their interference leaves the intensity unchanged. If χ were −π/2 at all q ≠ 0, the image would be 1 − 2φ, apart from the mean of φ, and atoms would be dark. A real lens can only approach this over a band of frequencies. Where sin χ changes sign, contrast reverses; where it vanishes, the periodicity is missing from the linear image.

**(d) Remove C_s and λ from χ by choosing units. What does this imply for the best focus?**

Solution. Define

Q = q(C_sλ³)^(1/4), D = −Δf/√(C_sλ).

Then C_sλ³q⁴ = Q⁴, and

λΔf q² = −λD√(C_sλ) · Q²/√(C_sλ³) = −DQ²,

because √(C_sλ)/√(C_sλ³) = 1/λ. Hence

χ = π(Q⁴/2 − DQ²).

Suppose a rule for the best focus looks only at the curve sin χ, and its verdict does not change when the frequency axis is stretched. Such a rule can select only a pure number D, so

Δf = −D√(C_sλ).

At fixed C_s the best underfocus grows as λ^(1/2). Any spacing tied to a fixed Q scales as (C_sλ³)^(1/4) = C_s^(1/4)λ^(3/4).

In terms of voltage, λ ∝ U^(−1/2) when eU ≪ mc², which gives |Δf| ∝ U^(−1/4). When eU ≫ mc², λ ∝ 1/U and |Δf| ∝ U^(−1/2).

The condition on the rule matters. Suppose one instead wants χ = −π/2 at one prescribed frequency g. Solving πλΔf g² + (π/2)C_sλ³g⁴ = −π/2 gives

Δf = −1/(2λg²) − C_sλ²g²/2,

which is not proportional to λ^(1/2). The prescribed spacing has brought in a length that does not scale with the lens.

**(e) Use this rule: in the first lobe of sin χ, before any zero, −sin χ must stay at or above a threshold s over an unbroken band, and the outer edge of the first such band must lie as far out as possible. Find D and the first zero.**

Solution. Write y = Q² and a = arcsin s, with 0 < s < 1. Then χ = π(y²/2 − Dy) falls from zero to a minimum at y = D,

χ_min = −πD²/2,

and rises again. Defocus and spherical aberration have opposite signs here, and their partial cancellation makes χ flat near the minimum. In overfocus both terms are positive and there is no such minimum.

Within the first lobe, −sin χ ≥ s means −(π − a) ≤ χ ≤ −a. There are two cases.

If the minimum stays above −(π − a), the band runs between the two roots of χ = −a:

y = D ± √(D² − 2a/π).

The outer edge has derivative 1 + D/√(D² − 2a/π) > 0 with respect to D, so more underfocus is better.

If the minimum falls below −(π − a), the band breaks. Its first piece ends where χ reaches −(π − a) on the way down:

y = D − √(D² − D_s²), D_s² = 2 − 2a/π.

This edge moves inwards as D grows and is never beyond y = D_s, whereas the unbroken band at D = D_s reaches beyond y = D_s. The optimum, here called the Scherzer focus, is therefore the last focus before the break:

D_s² = 2 − (2/π) arcsin s.

For s = √3/2, a = π/3 and D_s = √(4/3) = 1.155. For s = 1/√2, a = π/4 and D_s = √(3/2) = 1.225. The threshold is a choice, and the prefactor follows it. As s → 1, D_s → 1 and the band shrinks to the point Q = 1. As s → 0, D_s → √2 and the minimum approaches −π, where a zero opens in the middle of the band. The exponent of λ is the same throughout.

For D < √2 the first zero beyond the origin is at y²/2 = Dy, or Q² = 2D. Its spacing is

d₀ = (2D_s)^(−1/2) C_s^(1/4) λ^(3/4).

For s = √3/2 the prefactor is 0.658. Finer periodicities can still reach the image, but just beyond d₀ they do so with reversed contrast.

**(f) Evaluate the result for C_s = 1.2 mm and 200 kV, taking s = √3/2, and compare other voltages.**

Solution. The wavelength is 2.508 pm. The unit of defocus is

√(C_sλ) = √(1.2×10⁶ nm × 0.002508 nm) = 54.86 nm,

so Δf = −1.1547 × 54.86 nm = −63.35 nm, about −0.063 µm. The unit of spacing is (C_sλ³)^(1/4) = 0.3709 nm, and the first zero is at 0.658 × 0.3709 nm = 0.244 nm. The band edges, Q² = 1.155 ± √(4/3 − 2/3), correspond to spacings of 0.638 nm and 0.264 nm. Coarser structure is also transferred weakly, because χ → 0 as q → 0.

With C_s held at 1.2 mm:

| kV | λ (pm) | Δf (nm) | d₀ (nm) |
|---|---|---|---|
| 80 | 4.176 | −81.7 | 0.358 |
| 120 | 3.349 | −73.2 | 0.303 |
| 200 | 2.508 | −63.3 | 0.244 |
| 300 | 1.969 | −56.1 | 0.204 |

From 80 to 300 kV the wavelength falls by a factor of 2.1, the underfocus by about 1.5 and the first-zero spacing by about 1.8.

A direct search tests part (e) without using its formula. For each voltage, sin χ was evaluated on a grid of frequencies for defocus values between −20 and −110 nm in steps of 0.05 nm, and the rule was applied. The selected focus agreed with the formula within 0.05 nm in all four cases. The fitted exponents of wavelength were 0.500 for focus and 0.749 for the first-zero spacing, against 1/2 and 3/4.

The linear image was tested on a one-dimensional object, a Gaussian "atom" with a peak phase of 0.02 rad and a neighbour half as strong. At Δf = −63.35 nm the full and linear intensities differed by at most 6.7×10⁻⁵ of the incident intensity. Halving the phase reduced this difference by a factor of 4.02, as a second-order error requires. The stronger atom was dark, with contrast −0.021; at equal overfocus it was bright, with contrast +0.012.

**(g) Predict the {111} fringes of silicon in a transistor cross-section at this 200 kV focus, for a 3 nm thin edge and a 30 nm lamella.**

Solution. Silicon has a lattice constant of about 0.54 nm; the model takes a cubic cell of edge 0.543 nm. This gives a {111} spacing of 0.3135 nm and g = 3.190 nm⁻¹, inside the band. There χ = −2.000 rad and sin χ = −0.909.

The potential follows from Poisson's equation. For one atom of nuclear charge Z, with f the Fourier transform of its electron density at g,

4π²g² v(g) = e(Z − f)/ε₀.

A restricted open-shell Hartree–Fock calculation of the free silicon atom in the def2-TZVP basis gives f = 10.55 after averaging over directions, so Z − f = 3.45. The cubic cell contains two face-centred sets of four atoms, displaced by a quarter of the body diagonal. Their waves add to |4(1 + i)| = 5.657 for 111. Dividing by the cell volume gives

V₁₁₁ = 5.657 v(g)/(0.543 nm)³ = 5.50 V.

A larger basis does not change these digits, but this superposition of free atoms leaves out bonding and electron correlation. Replacing Hartree–Fock by a density functional (PBE) lowers V₁₁₁ by about 1%. The bonding charge raises f at 111 by roughly 0.15 electron and lowers V₁₁₁ by about 5%, to between 5.2 and 5.3 V. The weak-phase amplitudes below are too large by about the same fraction.

The pair of coefficients at ±g makes a potential wave 2V₁₁₁ cos(2πgx). Only this one set of fringes is kept. This suits a foil tilted about the fringe normal until the other sets are weak, which takes several degrees at 3 nm. Transistor cross-sections are often viewed exactly along a ⟨110⟩ axis instead. Many reflections are then strong together, and even for a 3 nm foil the phase σ∫V dz varies by well over 1 rad across the unit cell; the two sets of {111} reflections alone give nearly 1 rad. The amplitudes below are then at most a rough guide for the 3 nm edge, and no guide for the 30 nm lamella. With σ = 0.00729 rad/(V nm), the phase amplitude in 3 nm is

φ₀ = 2 × 0.00729 × 5.50 × 3 = 0.240 rad,

and the linear fringe amplitude is 2φ₀|sin χ| = 2 × 0.240 × 0.909 = 0.437. Using the full exp(iφ) gives 0.429, a reduction of about 2%. It also gives a second harmonic of amplitude 0.051, about 12% of the first. This figure is for full coherence: the focal spread and thermal vibration of part (h) lower it by about a third, and the bonding charge of real silicon adds a weak 222 component of about 0.1 V that the free-atom model lacks. The potential retained here has no component at 2g, so these half-spacing fringes are a second-order effect with two sources. The waves at +g and −g interfere with each other, and exp(iφ) also creates waves at ±2g, which interfere with the axial wave.

For 30 nm, φ₀ = 2.40 rad and the linear amplitude would be 4.37. The intensity would then be negative in places, so the weak-phase formula has failed. The full phase grating gives 0.714, but this is not a reliable prediction either, since it ignores how the wave spreads between successive scatterings inside the foil.

**(h) Estimate the neglected effects, and decide whether the λ^(1/2) law survives partial coherence.**

Solution. Let the focus fluctuate with a Gaussian distribution of rms width δ. A focus change ε adds πλεq² to χ, and averaging gives

⟨sin(χ + πλεq²)⟩ = sin χ · exp[−(πλδq²)²/2],

since the part odd in ε vanishes. For δ = 4 nm the factor is 0.950 at {111} and 0.869 at the first zero.

A beam tilt θ shifts the frequencies by θ/λ and changes the phase difference between scattered and axial waves by about (θ/λ)χ′(q). Because χ′ is odd, the changes at q and −q are opposite, which shifts the fringes sideways without changing their amplitude. Averaging the shifted fringes over a Gaussian distribution of tilts, with rms θ₀ along q, multiplies their amplitude by exp[−(θ₀χ′/λ)²/2]. With θ₀ = 0.1 mrad this is 0.9996 at {111} and 0.987 at the first zero.

Slices at different depths z in a foil of thickness t have different defocus. If each electron scatters at most once and focus is measured from mid-foil, averaging sin(χ + πλg²z) over −t/2 < z < t/2 gives the factor

sin X/X, X = πλg²t/2.

It is 0.998 for 3 nm and 0.776 for 30 nm. Thermal vibration, with a rough B = 0.005 nm² in exp(−Bg²/4), contributes 0.987. For the 3 nm edge these four factors multiply to 0.935 and lower the linear fringe amplitude from 0.437 to 0.409.

The values of C_s, focal spread and convergence are rough ones for a 200 kV microscope without an aberration corrector. In a corrected instrument C_s is adjustable and can be made very small, so other aberrations may decide the best focus. For the 30 nm lamella the weak-phase assumption fails outright: the phase amplitude is 2.40 rad, which is not small compared with 1. For a rough inelastic mean free path of 130 nm, 21% of the electrons also lose energy in 30 nm, against 2% in 3 nm. Astigmatism that varies the defocus by ±3 nm with direction changes χ by up to ±0.40 rad at the first zero. Since q² at that zero is proportional to Δf, the zero moves by up to about 2% in q either way. A fifth-order coefficient of 5 mm changes χ by 0.002 rad there, and the paraxial approximation by 2×10⁻⁴ rad; both are negligible here.

Voltage choice matters for these fringes. At 80 kV and its own Scherzer focus, 0.3135 nm is finer than the first zero at 0.358 nm. At 120 kV it lies just before the zero but already outside the band, whose edge is at 1.08 times the first-zero spacing for this threshold.

Finally, consider the scaling. Since λq² = Q²/√(C_sλ), the focal-spread factor becomes

exp[−(πδQ²)²/(2C_sλ)].

It still contains λ when Q is fixed, so the argument of part (d) no longer applies. Suppose first that δ is the same at all voltages. At shorter wavelength the damping is then stronger at given Q. To keep the damped transfer above s at the dip, |sin χ| must then be larger there, which requires a smaller D. The underfocus therefore falls faster than λ^(1/2). With δ held at 6 nm, C_s at 1.2 mm and s = 1/√2, the search between 80 and 300 kV gave a fitted exponent of 0.522, compared with 0.500 without focal spread.

In a real microscope δ usually changes with voltage. The part caused by a given energy spread of the beam shrinks as the voltage rises, as 1/U ∝ λ² when eU ≪ mc² and the chromatic aberration coefficient is fixed. If this part dominates, δ²/λ falls as the wavelength shortens, the damping becomes weaker, and the underfocus falls more slowly than λ^(1/2). A large part that does not depend on voltage, such as that from a fixed relative ripple in the lens current, can reverse this. The square-root law belongs to the coherent transfer function. It holds approximately while the damping loss at the dip, about (πδD)²/(2C_sλ), is much smaller than 1 − s. For δ = 4 nm and s = √3/2 at 200 kV the loss is about a quarter of 1 − s, and the best D drops from 1.155 to about 1.14. If that spread scales with voltage as a fixed energy spread does, it is about 9 nm at 80 kV, the condition fails there, and the exponent between 80 and 300 kV falls to about 0.4. The numerical output below lists the values used.

Numbers as computed

```
Inputs: 200 kV, Cs 1.2 mm, threshold s 0.8660
Wavelength 2.5079 pm; sigma 0.00729 rad/(V nm)
sqrt(Cs lam) 54.86 nm; (Cs lam^3)^(1/4) 0.3709 nm
Prefactor D: 1.1547 (s=0.8660), 1.2247 (s=0.7071)
Scherzer defocus -63.35 nm; with s=0.7071 -67.19 nm
Band: spacings 0.6378 to 0.2642 nm
First zero: q 4.0970 1/nm, spacing 0.2441 nm
First-zero prefactor (2D)^(-1/2): 0.6580
kV, wavelength pm, formula focus nm, searched focus nm, first-zero spacing nm:
  80  4.1757  -81.74  -81.70  0.3578
  120  3.3492  -73.20  -73.20  0.3032
  200  2.5079  -63.35  -63.30  0.2441
  300  1.9687  -56.12  -56.10  0.2036
Searched exponent of |focus| in wavelength: 0.5003; s=0.7071: 0.5000
Searched exponent of first-zero spacing in wavelength: 0.7491
Searched exponents in Cs: focus 0.5004, spacing 0.2494
Focus exponent with 6 nm rms focal spread, s=0.7071: 0.5219
Test image, peak phase 0.02 rad: largest linearization error 6.73e-05
Error ratio on halving the phase: 4.023
Atom contrast: underfocus -0.02130, equal overfocus 0.01241
Si: lattice 0.543 nm, 111 spacing 0.3135 nm, q 3.1898 1/nm
Si ROHF/def2-TZVP form factor at 111: 10.546 electrons
Si structure sum 111: 5.6569; potential V111 5.498 V
At 111: chi -2.0000 rad, sin chi -0.9093
Foil 3 nm: phase amplitude 0.2404 rad, linear fringe 0.4373
  full phase grating: first harmonic 0.4294, second 0.0508
Foil 30 nm: phase amplitude 2.4043 rad, linear fringe 4.3726
  full phase grating: first harmonic 0.7140, second 0.5307
Focal spread 4 nm rms: factor 0.9499 at 111, 0.8694 at first zero
Convergence 0.1 mrad rms: factor 0.9996 at 111, 0.9868 at first zero
Thickness factor at 111: 0.9976 (3 nm), 0.7758 (30 nm)
Thermal factor at 111, B 0.005 nm^2: 0.9874
Product of the four factors, 3 nm foil: 0.9353
Damped linear fringe amplitude, 3 nm foil: 0.4090
Inelastic fraction, mean free path 130 nm: 0.023 (3 nm), 0.206 (30 nm)
Astigmatism 3 nm: phase 0.397 rad at first zero
Fifth order, C5 5 mm: phase 0.00246 rad at first zero
Paraxial phase error at first zero: 2.21e-04 rad
```
